# Why thick high-permittivity dielectrics can weaken short-channel control

**Question.** Two transistors have the same two-dimensional channel, the same channel length and the same equivalent oxide thickness (EOT). One has a thin gate dielectric of low permittivity, the other a thick one of high permittivity. Their vertical gate capacitances per area are equal. Why can the second have poorer control over a short channel, and how large is the difference?

**Answer.**

### The device and its equations

Take an atomically thin semiconductor in the plane \(y=0\), midway between two gates at \(y=\pm t\) held at a common voltage. The source ends at \(x=0\) and the drain begins at \(x=L\). The dielectric has relative permittivity \(\varepsilon\). Define

\[
s=\frac{\mathrm{EOT}}{3.9},\qquad t=\varepsilon s ,
\]

where 3.9 is the reference permittivity in the definition of EOT. The capacitance per area to each gate is \(\varepsilon_0\varepsilon/t=\varepsilon_0/s\). Fixing the EOT fixes \(s\), so a higher permittivity comes with a proportionally thicker film.

Short-channel control matters most in the off state, where the mobile charge in the channel is negligible. With no fixed charge either, the potential \(\phi\) in the dielectric obeys Laplace's equation,

\[
\phi_{xx}+\phi_{yy}=0 ,
\]

with subscripts denoting derivatives. The sheet still polarizes in its plane. Its dipole moment per area is \(P=-\varepsilon_0\alpha\phi_x\), where the length \(\alpha\) measures its polarizability. The bound charge per area is \(-P_x=\varepsilon_0\alpha\phi_{xx}\). Gauss's law equates this to the jump of \(D_y=-\varepsilon_0\varepsilon\phi_y\) across the sheet. By mirror symmetry, \(\phi_y(0^-)=-\phi_y(0^+)\), so the jump is \(-2\varepsilon_0\varepsilon\phi_y(0^+)\) and

\[
\alpha\phi_{xx}+2\varepsilon\phi_y=0\qquad (y=0^+).
\]

### The mechanism: a second path for the drain field

Field lines leaving the drain can run along the sheet, or they can run sideways through the dielectric and reach the channel from above and below. The gates compete with both paths. To compare dielectrics of different thickness, measure height by its electrical equivalent,

\[
y=\varepsilon u,\qquad 0<u<s .
\]

Since \(\phi_y=\phi_u/\varepsilon\) and \(\phi_{yy}=\phi_{uu}/\varepsilon^2\), multiplying Laplace's equation by \(\varepsilon^2\) gives

\[
\varepsilon^2\phi_{xx}+\phi_{uu}=0,\qquad
\alpha\phi_{xx}+2\phi_u=0\quad(u=0).
\]

The gate now sits at \(u=s\) for every permittivity. The vertical terms and the sheet condition do not contain \(\varepsilon\). What remains is the factor \(\varepsilon^2\) in front of the lateral term. One power arises because the material carries more lateral flux for a given field; the other arises because the film is thicker and offers a larger cross-section to that flux. Equal EOT thus means equal vertical coupling, but not equal lateral coupling.

### The decay length

Away from a contact, its influence is a sum of terms \(e^{-qx}f(y)\). Laplace's equation requires \(f''=-q^2f\), and the gate requires \(f(t)=0\). Normalized to \(f(0)=1\), the solution is

\[
f(y)=\frac{\sin q(t-y)}{\sin qt},\qquad f'(0)=-q\cot qt .
\]

The sheet condition becomes \(\alpha q^2-2\varepsilon q\cot qt=0\), or

\[
q\tan qt=\frac{2\varepsilon}{\alpha}.
\]

The smallest root \(q_1\) gives the slowest decay, with length \(\lambda=1/q_1\). On \(0<qt<\pi/2\) the left side rises from zero to infinity, so this interval holds one root, and \(\lambda>2t/\pi\).

If \(t\ll\lambda\), then \(\tan qt\simeq qt\), and

\[
q^2t=\frac{2\varepsilon}{\alpha}
\quad\Rightarrow\quad
\lambda^2\simeq\lambda_0^2=\frac{\alpha t}{2\varepsilon}=\frac{\alpha s}{2}.
\]

This estimate depends on the dielectric through EOT alone. It neglects the lateral field in the dielectric. The next term, \(\tan z\simeq z+z^3/3\), gives

\[
q^2t\left(1+\frac{q^2t^2}{3}\right)\simeq\frac{2\varepsilon}{\alpha}
\quad\Rightarrow\quad
\lambda^2\simeq\lambda_0^2\left(1+\frac{t^2}{3\lambda^2}\right)
\simeq\lambda_0^2+\frac{t^2}{3},
\]

where the last step replaces \(\lambda\) by \(\lambda_0\) in the small correction. In the opposite limit, \(t\gg\lambda_0\), write \(z=qt\). The root condition is \(z\tan z=2\varepsilon t/\alpha=t^2/\lambda_0^2\), whose right side is large. Hence \(z\to\pi/2\) and \(\lambda\to2t/\pi\): the physical thickness, not the EOT, sets the reach of the contacts.

### Why the decay length must grow

The trend between these limits follows from a variational formula. In the variable \(u\), the modes satisfy \(f_n''=-\varepsilon^2q_n^2f_n\), \(f_n(s)=0\) and \(2f_n'(0)=-\alpha q_n^2f_n(0)\). Define the product

\[
\langle f,g\rangle=\alpha f(0)g(0)+2\varepsilon^2\int_0^s fg\,du .
\]

Integration by parts gives

\[
2\int_0^s f_n'f_m'\,du
=-2f_n'(0)f_m(0)-2\int_0^s f_n''f_m\,du
=q_n^2\langle f_n,f_m\rangle .
\]

The left side is unchanged when \(n\) and \(m\) are exchanged. Therefore \((q_n^2-q_m^2)\langle f_n,f_m\rangle=0\), and different modes are orthogonal. They form a complete set for this self-adjoint problem. For a trial function \(f=\sum_n b_nf_n\), with \(B_n=b_n^2\langle f_n,f_n\rangle\ge0\),

\[
R[f]=\frac{\alpha f(0)^2+2\varepsilon^2\int_0^s f^2du}{2\int_0^s f'^2du}
=\frac{\sum_n B_n}{\sum_n q_n^2B_n}\le\frac1{q_1^2}.
\]

Equality holds for the first mode, so \(\lambda^2\) is the maximum of \(R\) over functions that vanish at the gate. Now raise \(\varepsilon\) at fixed \(s\) and keep the old first mode as a trial function. The numerator grows and the denominator does not change. The new maximum is at least as large as this new value, so \(\lambda\) strictly increases.

The same formula bounds the size of the effect. The trial function \(f=1-u/s\) has \(f(0)=1\), \(\int f^2du=s/3\) and \(\int f'^2du=1/s\). It gives

\[
\lambda^2\ge\frac{s}{2}\left(\alpha+\frac{2\varepsilon^2s}{3}\right)
=\frac{\alpha s}{2}+\frac{t^2}{3}.
\]

For an upper bound, treat the two parts of the numerator separately. First, since \(f(s)=0\), the Cauchy–Schwarz inequality gives \(f(0)^2=(\int f'du)^2\le s\int f'^2du\). Second, expand \(f\) in the functions \(\cos[(2n+1)\pi u/2s]\), with \(n=0,1,\ldots\), which vanish at \(u=s\). Differentiation multiplies each amplitude by at least \(\pi/2s\), so \(\int f^2du\le(2s/\pi)^2\int f'^2du\). Together,

\[
\frac{\alpha s}{2}+\frac{t^2}{3}\le\lambda^2\le
\frac{\alpha s}{2}+\frac{4t^2}{\pi^2}.
\]

The coefficient of \(t^2\) thus lies between 0.333 and 0.405. The two terms of the lower bound are equal when \(\varepsilon^2s^2/3=\alpha s/2\), which defines a crossover permittivity

\[
\varepsilon_*=\sqrt{\frac{3\alpha}{2s}} .
\]

Well below it, EOT nearly determines the decay length. Well above it, physical thickness does.

### From decay length to barrier control

A decay length does not fix the amplitude of the drain's influence. For that, the contacts must be specified. Let them be metal faces filling the full height between the gates, with a negligible insulating gap at each corner. Let \(a(x)\) be the channel potential when the drain is at 1 and all other electrodes are at 0. Expanding the drain value 1 in the modes gives

\[
a(x)=\sum_n c_n\frac{\sinh q_nx}{\sinh q_nL},\qquad
c_n=\frac{\langle1,f_n\rangle}{\langle f_n,f_n\rangle}
=\frac{\alpha+2\varepsilon\int_0^t f_n\,dy}{\alpha+2\varepsilon\int_0^t f_n^2\,dy},
\]

where \(\varepsilon^2du=\varepsilon\,dy\) was used. The integrals are

\[
\int_0^t f_n\,dy=\frac{1-\cos q_nt}{q_n\sin q_nt}=\frac{\tan(q_nt/2)}{q_n},
\qquad
\int_0^t f_n^2\,dy=\frac{t/2-\sin(2q_nt)/(4q_n)}{\sin^2q_nt}.
\]

At mid-channel, \(\sinh 2z=2\sinh z\cosh z\) gives

\[
a\equiv a(L/2)=\sum_n\frac{c_n}{2\cosh(q_nL/2)} .
\]

For these contacts, the influence rises with \(\varepsilon\) at every point of the channel. To see this, first replace the drain value 1 by a smooth concave profile \(g(u)\) that is flat near the sheet and falls to zero close to the gate. The function \(\psi=\phi_{xx}\) obeys the same equation and sheet condition as \(\phi\). It vanishes on the gates and the source, and equals \(-g''/\varepsilon^2\ge0\) on the drain. It cannot have a negative minimum inside the dielectric. Nor can it have one on the sheet: there \(\psi_{xx}\ge0\), while the slope into the dielectric would obey \(\psi_u>0\), contradicting \(\alpha\psi_{xx}+2\psi_u=0\). The slope is strictly positive, not merely non-negative, by Hopf's boundary-point lemma: a non-constant solution of such an elliptic equation cannot have zero normal slope at a boundary minimum. Hence \(\phi_{xx}\ge0\).

Next let \(w=\partial\phi/\partial(\varepsilon^2)\) at fixed \(u\). Differentiating the equations gives

\[
\varepsilon^2w_{xx}+w_{uu}=-\phi_{xx}\le0,\qquad
\alpha w_{xx}+2w_u=0\quad(u=0),
\]

with \(w=0\) on all electrodes. The same argument excludes a negative minimum. It also excludes a zero at an interior point of the sheet, because \(\phi_{xx}\) is not identically zero. Narrowing the fall of \(g\) toward the gate recovers the full-height contact, for which \(\phi_{xx}\) remains nonzero, so the conclusion carries over.

Now consider an n-type channel with the source at zero and a gate voltage \(V_g<0\), measured with flat-band offsets included. If all electrodes had the same voltage, the channel would have it too, so the three influences add to one. With \(a_s(x)=a(L-x)\) for the source,

\[
\phi(x)=V_g[1-a_s(x)-a(x)]+V_d\,a(x).
\]

At \(V_d=0\), the convex symmetric sum \(a_s+a\) is smallest at \(L/2\), and there the potential has its minimum, the top of the electron barrier. A small shift of this point does not alter the minimum to first order, because the slope there is zero. Therefore

\[
d\phi_{\min}=(1-2a)\,dV_g+a\,dV_d .
\]

Holding the barrier fixed gives the drain-induced barrier lowering (DIBL), expressed as a gate-voltage shift per drain volt:

\[
\mathrm{DIBL}=-\left.\frac{dV_g}{dV_d}\right|_{\phi_{\min}}
=\frac{a}{1-2a}.
\]

For thermionic current, \(I\propto e^{e\phi_{\min}/k_BT}\), the gate voltage needed per decade of current is

\[
S=\frac{k_BT}{e}\,\frac{\ln10}{1-2a}.
\]

Both expressions are slopes at \(V_d=0\) and apply while the drain bias is small compared with the barrier height. At larger bias the top of the barrier moves toward the source. For the three dielectrics of the example below, with the barrier held at 0.3 V, the gate shift between \(V_d=0.05\) and 0.7 V is 7.1, 46 and 289 mV/V, below the zero-bias slopes, and the swing at 0.7 V is 61.0, 68.4 and 109 mV/decade, slightly above the zero-bias values. The ordering of the dielectrics is unchanged.

### The size of the effect

Take \(\alpha=10\) nm, EOT \(=1\) nm per gate, \(L=12\) nm and \(T=300\) K. These are round model parameters. Then \(s=1/3.9=0.2564\) nm, and

\[
\lambda_0=\sqrt{\frac{10\times0.2564}{2}}\ \mathrm{nm}=1.132\ \mathrm{nm},
\qquad
\varepsilon_*=\sqrt{\frac{3\times10}{2\times0.2564}}=7.65 .
\]

The three dielectrics give:

| \(\varepsilon\) | \(t\) (nm) | \(\lambda\) (nm) | \(a\) | DIBL (mV/V) | \(S\) (mV/decade) |
|---|---|---|---|---|---|
| 3.9 | 1.000 | 1.277 | 0.0100 | 10.2 | 60.7 |
| 10 | 2.564 | 1.944 | 0.0565 | 63.7 | 67.1 |
| 20 | 5.128 | 3.424 | 0.2116 | 367 | 103 |

For \(\varepsilon=20\), the bounds on \(\lambda\) are 3.170 and 3.455 nm. The first mode has weight \(c_1=1.270\), and alone it gives

\[
a\simeq\frac{1.270}{2\cosh[12/(2\times3.424)]}=0.214 .
\]

The full sum is 0.2116. Consequently,

\[
\mathrm{DIBL}=\frac{0.2116}{1-0.4232}=0.367\ \mathrm{V/V},
\qquad
S=\frac{59.53}{0.5768}=103\ \mathrm{mV/decade}.
\]

From \(\varepsilon=3.9\) to 20, the decay length grows by a factor of 2.68, but the drain influence grows about 21-fold. The reason is the near-exponential dependence on \(L/2\lambda\), which falls from 4.70 to 1.75.

The length penalty can be read in another way. A DIBL of 0.1 requires \(a=0.1(1-2a)\), hence \(a=1/12\). The necessary channel length is 6.57 nm for \(\varepsilon=3.9\), 10.48 nm for \(\varepsilon=10\) and 18.61 nm for \(\varepsilon=20\). These lengths describe electrostatics alone; tunnelling through so short a barrier could add a substantial leakage current.

### Is the lateral dielectric field really the cause?

In the slowest mode, the sheet carries lateral flux proportional to \(\alpha\), and the dielectric carries \(2\varepsilon\int_0^t f_1dy\). The dielectric's share is 29.1% for \(\varepsilon=3.9\), 75.1% for 10 and 92.7% for 20. For the thickest film, the sheet is a minor path.

A stricter check removes this path without changing the vertical capacitance. Give the dielectric separate permittivities \(\varepsilon_x\) and \(\varepsilon_y\), and set \(\varepsilon_x=0\). Then \(\phi_{yy}=0\), the vertical profile is linear, and \(\phi_y(0^+)=-\phi(0)/t\). The sheet condition becomes

\[
\alpha\phi_{xx}=\frac{2\varepsilon_y}{t}\phi=\frac{2}{s}\phi
\quad\Rightarrow\quad
\phi_{xx}=\frac{\phi}{\lambda_0^2}.
\]

With both contacts at 1 and the gates at 0, the mid-channel potential is \(1/\cosh(L/2\lambda_0)=0.0100\), whatever the value of \(\varepsilon_y\). Numerical solutions of the two-dimensional problem were tested against this result for all three dielectrics. With the lateral field restored, the corresponding potentials are 0.0200, 0.113 and 0.423. Fringing therefore doubles the contact influence even at \(\varepsilon=3.9\), and raises it about 42-fold at \(\varepsilon=20\).

High permittivity by itself is not the culprit. At fixed physical thickness, raising \(\varepsilon\) increases the right side of \(q\tan qt=2\varepsilon/\alpha\), so \(q_1\) rises and \(\lambda\) falls. For \(t=1\) nm, going from \(\varepsilon=3.9\) to 20 shortens \(\lambda\) from 1.277 to 0.791 nm. The combined influence of both contacts falls from 0.0200 to 0.00125. In that comparison the EOT falls as well, so the gates gain vertical coupling. At fixed EOT this gain is given up in exchange for thickness, which may still be wanted to limit gate tunnelling.

### Why two-dimensional channels expose the problem

The crossover \(\varepsilon_*\) grows as \(\sqrt\alpha\). A weakly polarizable sheet has a small \(\lambda_0\), so the thickness term soon dominates. If \(\alpha\) is raised to 100 nm, as a crude representation of a thicker body, \(\lambda\) goes from 3.627 nm at \(\varepsilon=3.9\) to 4.729 nm at \(\varepsilon=20\). This is a factor of 1.30, compared with 2.68 for the 10 nm sheet. The thicker body is not better controlled: both of its decay lengths exceed those of the sheet in the same dielectrics. Its own lateral flux merely makes the dielectric's contribution less conspicuous. A real thick body also has potential variation across its thickness, which the sheet model omits.

### How far the conclusion extends

Full-height contacts become taller as the dielectric thickens, which might seem to build in the trend. A second calculation therefore used thin sheet contacts continuing beneath overlapping gates. The combined mid-channel influence was then 0.0177, 0.0754 and 0.243 for the three dielectrics. (The grid value 0.2436 printed below for \(\varepsilon=20\) lies about 0.0002 above the converged 0.2434, because the field is sharply concentrated at the contact edge.) The thin contacts reduce the effect at \(\varepsilon=20\) from 0.423 to 0.243, but the strong rise remains. For this second geometry, the rise of the amplitude is a computed result for these cases, not a consequence of the proof above. The decay length is the same in both geometries, because it depends on the cross-section between the contacts.

The word "can" in the question has a definite meaning here. When \(L\gg\lambda\) for both dielectrics, the contact influence is exponentially small, and the difference has little effect on the barrier. When \(t\ll\lambda_0\), the dielectric adds little to the decay length. The penalty becomes serious when the film is thick compared with \(\lambda_0\) and the channel is only a few decay lengths long.

The model assumes uniform dielectrics, symmetric gates and an off-state channel. The first assumption matters for the size of the effect. A low-permittivity interlayer or van der Waals gap next to the sheet uses up part of the EOT, so the high-permittivity film is thinner and the penalty smaller. At the same total EOT of 1 nm and \(\varepsilon=20\), an interlayer 0.5 nm thick with permittivity 3.9 gives \(\lambda=1.900\) nm and a DIBL of 71 mV/V, and a gap 0.14 nm thick with permittivity 2 gives 2.550 nm and 166 mV/V, compared with 3.424 nm and 367 mV/V for the uniform film. Mobile charge would screen the contacts and change the equations in the on state. A single gate above a thick substrate has a different lower boundary and needs its own solution. Interface traps, gate leakage and source-to-drain tunnelling are also left out, so the swings above are not predictions for complete devices. The numerical output below gives the remaining intermediate values.

## Numbers as computed

```
sheet polarizability length: 10.0 nm
EOT per gate: 1.0 nm; s = EOT/3.9: 0.2564 nm
channel length: 12.0 nm; temperature: 300 K
decay length without lateral dielectric field: 1.132 nm
crossover permittivity: 7.65
ideal swing: 59.53 mV/decade
--- permittivity 3.9, thickness 1.000 nm
decay length: 1.277 nm; bounds: 1.271, 1.299 nm
dielectric share of lateral flux: 29.1 %
first mode weight: 1.0997
drain influence at mid-channel: 0.01000
both contacts, series: 0.02001; grid: 0.02001
both contacts, lateral field off: 0.01000
DIBL: 10.2 mV/V; swing: 60.7 mV/decade
channel length for DIBL 100 mV/V: 6.57 nm
both contacts, thin contacts under gates: 0.0177
--- permittivity 10.0, thickness 2.564 nm
decay length: 1.944 nm; bounds: 1.864, 1.987 nm
dielectric share of lateral flux: 75.1 %
first mode weight: 1.2414
drain influence at mid-channel: 0.05654
both contacts, series: 0.11307; grid: 0.11308
both contacts, lateral field off: 0.01000
DIBL: 63.7 mV/V; swing: 67.1 mV/decade
channel length for DIBL 100 mV/V: 10.48 nm
both contacts, thin contacts under gates: 0.0754
--- permittivity 20.0, thickness 5.128 nm
decay length: 3.424 nm; bounds: 3.170, 3.455 nm
dielectric share of lateral flux: 92.7 %
first mode weight: 1.2701
drain influence at mid-channel: 0.21160
both contacts, series: 0.42321; grid: 0.42321
both contacts, lateral field off: 0.01000
DIBL: 366.9 mV/V; swing: 103.2 mV/decade
channel length for DIBL 100 mV/V: 18.61 nm
both contacts, thin contacts under gates: 0.2436
--- controls
decay length from long device, eps 20: 3.424 nm
fixed thickness: 1.0 nm
decay length there, eps 3.9: 1.277 nm
decay length there, eps 20: 0.791 nm
both contacts there, eps 3.9: 0.02001; eps 20: 0.001247
larger polarizability length: 100 nm
its decay lengths, eps 3.9 and 20: 3.627, 4.729 nm
decay-length ratio, 10 nm sheet: 2.682
decay-length ratio, 100 nm body: 1.304
```
